# Minimum fine-structure splitting of a quantum-dot exciton under uniaxial stress, part 1

(Sections cited here and not found follow in the second part.)

## First half: the splitting and its minimum

A semiconductor quantum dot holds one electron and one heavy hole. Two of the four spin states of this pair can emit light; they are the bright exciton states. Electron–hole exchange in a dot of low symmetry separates them by a small energy, the fine-structure splitting \(S\). The dot sits in a membrane bonded to a piezoelectric actuator, which applies a uniaxial stress \(p\) along a fixed in-plane axis. Tension is counted positive.

In a basis of two linearly polarised states \(X\) and \(Y\), the model is

\[
H(p)=(E_0+\gamma p)\,\mathbb 1+\begin{pmatrix} D/2 & C\\ C & -D/2\end{pmatrix},\qquad D=D_0+ap,\quad C=C_0+bp .
\]

Here \(D\) is the full difference between the diagonal elements, \(C\) is the coupling, and \(E_0+\gamma p\) is the mean energy. The linear laws are the first terms of an expansion in stress. The dark exciton states are left out until the last part.

The example uses round model parameters in the regime of an InGaAs/GaAs dot: \(D_0=-24\) µeV, \(C_0=5\) µeV, \(a=0.30\) µeV/MPa, \(b=0.02\) µeV/MPa and \(\gamma=-20\) µeV/MPa. The actuator covers \(-100\) to \(+100\) MPa.

### (a) Why may the coupling be taken as real, and what does a magnetic field along the growth axis add?

**Solution.** Write \(\uparrow,\downarrow\) for the electron spin and \(\Uparrow,\Downarrow\) for the heavy-hole pseudospin, with angular-momentum projections \(\pm\tfrac12\) and \(\pm\tfrac32\) on the growth axis. The bright states have total projection \(\mp1\):

\[
|1\rangle=|{\uparrow\Downarrow}\rangle,\qquad |2\rangle=|{\downarrow\Uparrow}\rangle .
\]

Time reversal \(T\) is antiunitary: it conjugates complex coefficients. Choose phases so that \(T|{\uparrow}\rangle=-|{\downarrow}\rangle\) and \(T|{\downarrow}\rangle=|{\uparrow}\rangle\), and likewise for the hole. Each particle then has \(T^2=-1\), so the pair has \(T^2=+1\). For the bright states,

\[
T|1\rangle=(-|{\downarrow}\rangle)(|{\Uparrow}\rangle)=-|2\rangle,\qquad
T|2\rangle=(|{\uparrow}\rangle)(-|{\Downarrow}\rangle)=-|1\rangle .
\]

Now form

\[
|X\rangle=\frac{|1\rangle-|2\rangle}{\sqrt2},\qquad |Y\rangle=\frac{i(|1\rangle+|2\rangle)}{\sqrt2}.
\]

Both are unchanged by time reversal. For \(X\), \(T(|1\rangle-|2\rangle)=-|2\rangle+|1\rangle\). For \(Y\), the factor \(i\) becomes \(-i\) and the sum changes sign, so the two signs cancel.

An antiunitary operator obeys \(\langle T\phi|T\psi\rangle=\langle\phi|\psi\rangle^*\). If \(H\) commutes with \(T\), then

\[
\langle X|H|Y\rangle=\langle TX|TH|Y\rangle^*=\langle X|H|TY\rangle^*=\langle X|H|Y\rangle^* ,
\]

so the coupling is real. Stress does not break time-reversal symmetry, so the slope \(b\) is real as well. The reality of \(C\) therefore follows from the symmetry once this basis is chosen.

The same argument fixes the polarisation. The electric dipole operator is even under \(T\), and the empty dot can be given a phase that makes it even too. The dipole vectors of \(X\) and \(Y\) are then real, which means linear polarisation. For a pure heavy hole, the dipole of \(|1\rangle\) is circular. With a suitable phase and sense of the axes it is \(\mathbf u=\mu(\mathbf e_x-i\mathbf e_y)/\sqrt2\), and time reversal gives \(-\mathbf u^*\) for \(|2\rangle\). Hence

\[
\mathbf d_X=\frac{\mathbf u+\mathbf u^*}{\sqrt2}=\mu\,\mathbf e_x,\qquad
\mathbf d_Y=\frac{i(\mathbf u-\mathbf u^*)}{\sqrt2}=\mu\,\mathbf e_y .
\]

The two dipoles are perpendicular and equal in length. Mixing with light holes can spoil both the right angle and the equality, but it does not spoil the reality of \(C\).

A magnetic field along the growth axis is odd under \(T\). It adds \(\tfrac{\varepsilon}{2}(|1\rangle\langle1|-|2\rangle\langle2|)\), where \(\varepsilon\) is the Zeeman splitting of the bright pair. Acting on \(Y\), this operator gives

\[
\frac{\varepsilon}{2}\,\frac{i(|1\rangle-|2\rangle)}{\sqrt2}=\frac{i\varepsilon}{2}|X\rangle .
\]

Its matrix element between \(X\) and \(Y\) is \(i\varepsilon/2\), and its diagonal elements vanish. The field thus adds an imaginary coupling. It is set to zero until part (i).

### (b) Find the splitting at a given stress.

**Solution.** Measure energy from the mean, \(E=E_0+\gamma p+\lambda\). The characteristic equation is

\[
\left(\frac D2-\lambda\right)\left(-\frac D2-\lambda\right)-C^2
=\lambda^2-\frac{D^2}{4}-C^2=0 .
\]

Its roots are \(\lambda=\pm\tfrac12\sqrt{D^2+4C^2}\), and their difference is

\[
\boxed{S(p)=\sqrt{(D_0+ap)^2+4(C_0+bp)^2}} .
\]

The factor 4 arises because \(D\) is a full difference between two levels, whereas \(C\) is a single matrix element. If the diagonal elements are written \(\pm\delta\) instead, then \(D=2\delta\), and the slope of \(\delta\) is \(a/2\).

The common shift \(\gamma p\) drops out, although it can be much larger than \(S\). Stress changes the emission energy and the splitting through different coefficients, so a large shift of the line does not imply a large change of splitting.

At zero stress the example gives

\[
S(0)=\sqrt{(-24)^2+4(5)^2}=\sqrt{676}=26.00\ \text{µeV}.
\]

### (c) Minimise the splitting when the stress is unrestricted.

**Solution.** Because \(S\ge0\), the stress that minimises \(S^2\) also minimises \(S\). Expanding the squares gives

\[
S^2=(a^2+4b^2)p^2+2(aD_0+4bC_0)p+D_0^2+4C_0^2 .
\]

Let \(g=\sqrt{a^2+4b^2}\), and suppose first that \(g>0\). Completing the square gives

\[
S^2=g^2\left(p+\frac{aD_0+4bC_0}{g^2}\right)^2
+D_0^2+4C_0^2-\frac{(aD_0+4bC_0)^2}{g^2}.
\]

The first term is never negative and vanishes at

\[
\boxed{p_*=-\frac{aD_0+4bC_0}{a^2+4b^2}} .
\]

What remains is \(S_{\min}^2\). Put it over the denominator \(g^2\) and expand the numerator:

\[
\begin{aligned}
&(D_0^2+4C_0^2)(a^2+4b^2)-(aD_0+4bC_0)^2\\
&\quad=a^2D_0^2+4b^2D_0^2+4a^2C_0^2+16b^2C_0^2\\
&\qquad-a^2D_0^2-8abC_0D_0-16b^2C_0^2\\
&\quad=4\,(a^2C_0^2-2abC_0D_0+b^2D_0^2)=4(aC_0-bD_0)^2 .
\end{aligned}
\]

Taking the positive root,

\[
\boxed{S_{\min}=\frac{2\,|aC_0-bD_0|}{\sqrt{a^2+4b^2}}} ,
\qquad S^2=S_{\min}^2+g^2(p-p_*)^2 .
\]

There is a direct geometrical reading. Place the two parts of the splitting in a plane as the vector \(\mathbf V=(D,2C)\), whose length is \(S\). As stress changes, its tip moves along the straight line

\[
\mathbf V=\mathbf V_0+p\,\mathbf g,\qquad \mathbf V_0=(D_0,2C_0),\quad \mathbf g=(a,2b).
\]

The minimum splitting is the distance of this line from the origin. Stress can remove the component of \(\mathbf V_0\) along \(\mathbf g\), but it leaves the perpendicular component untouched.

Making the diagonal difference vanish is in general not the best choice. If \(a\neq0\), then \(D=0\) at \(p=-D_0/a\), and there

\[
S=2\left|C_0-\frac{bD_0}{a}\right|=\frac{2|aC_0-bD_0|}{|a|}\ \ge\ S_{\min},
\]

because \(|a|\le g\). Equality holds if \(b=0\) or if both sides are zero.

For the example,

\[
g=\sqrt{0.30^2+4(0.02)^2}=0.3027\ \text{µeV/MPa},
\]

\[
p_*=-\frac{0.30(-24)+4(0.02)(5)}{0.0916}=\frac{6.8}{0.0916}=74.24\ \text{MPa},
\]

\[
S_{\min}=\frac{2\,|0.30(5)-0.02(-24)|}{0.3027}=\frac{3.96}{0.3027}=13.08\ \text{µeV},
\]

or 0.01308 meV. Direct minimisation of the gap between the eigenvalues gives the same stress and splitting to these digits.

At \(p_*\) the diagonal difference is \(-1.729\) µeV and the coupling is 6.485 µeV. Most of the remaining splitting therefore comes from the coupling, which this stress has increased from 5 µeV. The total still falls to half its initial value because the diagonal difference has almost gone.

### (d) When does the minimum vanish?

**Solution.** A sum of two real squares vanishes when both vanish, so \(S=0\) requires

\[
D_0+ap=0,\qquad C_0+bp=0
\]

at the same stress. Multiply the first equation by \(b\), the second by \(a\), and subtract. The stress cancels, leaving the necessary condition

\[
\boxed{aC_0=bD_0} .
\]

If \(a\) and \(b\) are not both zero, this condition is also sufficient, since the formula of part (c) then gives \(S_{\min}=0\) at the finite stress \(p_*\). In the plane, \(\mathbf V_0\) must be parallel or antiparallel to \(\mathbf g\), or be zero, so that the line passes through the origin.

The discriminant of the quadratic \(S^2(p)\) says the same:

\[
4(aD_0+4bC_0)^2-4g^2(D_0^2+4C_0^2)=-16(aC_0-bD_0)^2 .
\]

It cannot be positive, as befits a quadratic that is never negative. A real root exists when it is zero.

The special cases are:

- If \(a\neq0\) and \(b=0\), stress cannot alter the coupling, and a zero needs \(C_0=0\).
- If \(a=0\) and \(b\neq0\), stress cannot alter the diagonal difference, and a zero needs \(D_0=0\).
- If \(a=b=0\), the splitting keeps the value \(\sqrt{D_0^2+4C_0^2}\). It vanishes when \(D_0=C_0=0\). The equation \(aC_0=bD_0\) then reads \(0=0\) and carries no information.

Symmetry can enforce the condition. Suppose that the dot and the applied stress share a mirror plane that sends \(x\) to \(-x\). The dipole of \(X\) changes sign under this reflection and that of \(Y\) does not, so the two states have opposite parity relative to each other. A Hamiltonian with the mirror symmetry cannot couple them. Hence \(C_0=b=0\), and for \(a\neq0\) the levels cross at \(p=-D_0/a\).

Without such a symmetry there are two equations and one adjustable quantity. If the four parameters are drawn from a smooth joint distribution, the equality \(aC_0=bD_0\) has probability zero. A dot of this kind shows an avoided crossing, although its smallest gap may be too small to matter.

With \(D_0,a,b\) held at their example values, the coupling needed for a zero is

\[
C_0=\frac{bD_0}{a}=\frac{0.02(-24)}{0.30}=-1.60\ \text{µeV},
\]

and the crossing lies at \(p=24/0.30=80.00\) MPa. The example dot has \(C_0=+5\) µeV, so it misses the condition by 6.60 µeV in coupling.

### (e) What is attainable when the actuator covers a finite range?

**Solution.** Let the range be \(p_1\le p\le p_2\), and take \(g>0\). The relation

\[
S^2=S_{\min}^2+g^2(p-p_*)^2
\]

shows that \(S\) grows with the distance \(|p-p_*|\). The best stress is therefore the allowed point nearest to \(p_*\):

\[
p_{\rm best}=\begin{cases}p_1,&p_*<p_1\\ p_*,&p_1\le p_*\le p_2\\ p_2,&p_*>p_2 .\end{cases}
\]

An attainable zero thus has two conditions: \(aC_0=bD_0\), and \(p_*\) within the range.

For the example, \(p_*=74.24\) MPa lies inside the range of ±100 MPa, so the minimum is reached. If the same dot sat on an actuator limited to ±50 MPa, the best point would be \(+50\) MPa, where \(D=-24+15=-9\) µeV and \(C=5+1=6\) µeV. The splitting there is

\[
S=\sqrt{(-9)^2+4(6)^2}=\sqrt{225}=15.00\ \text{µeV}.
\]

Halving the range costs about 2 µeV, because \(S(p)\) is flat near its minimum. For a dot with a true zero, \(S=g|p-p_*|\), and the same shortfall in stress would cost more.

## Second half: polarisation, a second stress and the limits of the model

The bright exciton has diagonal difference \(D=D_0+ap\) and real coupling \(C=C_0+bp\) at stress \(p\). With \(g=\sqrt{a^2+4b^2}>0\), the first half found

\[
S^2=D^2+4C^2=S_{\min}^2+g^2(p-p_*)^2,
\]

\[
S_{\min}=\frac{2|aC_0-bD_0|}{g},\qquad p_*=-\frac{aD_0+4bC_0}{g^2}.
\]

The vector \(\mathbf V=(D,2C)\) has length \(S\) and moves along a straight line with direction \(\mathbf g=(a,2b)\). The example has \(D_0=-24\) µeV, \(C_0=5\) µeV, \(a=0.30\) µeV/MPa and \(b=0.02\) µeV/MPa. These give \(g=0.3027\) µeV/MPa, \(p_*=74.24\) MPa and \(S_{\min}=13.08\) µeV. The dipoles of \(X\) and \(Y\) are taken as perpendicular and equal.

### (f) How does the polarisation turn with stress, and what does it reveal about the minimum?

Within the linear model, we have found the smallest splitting that one stress can reach, the condition for it to vanish and the effect of a limited actuator range; the example dot keeps 13.08 µeV at 74.24 MPa. Still to come are the answer to the polarisation question just posed, the minimum from three measured splittings, the use of a second stress, and the effects of magnetic or nuclear fields and of the remaining approximations.

Numerical values quoted here were computed with a short program.
